# Polarization helicity and the handedness of axially polarized vortex tubes, part 1

(Sections cited here and not found follow in the second part.)

## First half: symmetry, the vortex core and the radial profile

### What symmetry allows

A ferroelectric vortex tube has polarization circulating around a line and, in the case considered here, also a component along that line. We want a number that has one sign for such a tube and the opposite sign for its mirror image. It should not depend on how the body is turned in space, and it should not change when $\mathbf P$ is replaced by $-\mathbf P$ everywhere. Symmetry nearly fixes it.

Let the number be the integral of a local density built from $\mathbf P$ and its first derivatives, with no explicit dependence on position. Evenness under reversal requires an even number of factors of $\mathbf P$, and the lowest choice is two. With no derivative, the rotation-invariant quadratic expression is $\mathbf P\cdot\mathbf P$, which a mirror does not change. With one derivative the general form is

$$
c_{ijk}\,P_i\,\partial_jP_k ,
$$

where repeated indices are summed over $x,y,z$ and $c_{ijk}$ are constants that every rotation must leave unchanged.

A half-turn about $z$ reverses the $x$ and $y$ directions. A component $c_{ijk}$ therefore survives only if $x$ and $y$ together occur an even number of times among its indices. Half-turns about $x$ and $y$ give the same condition for the other two pairs. Hence the numbers of $x$, $y$ and $z$ indices are all even or all odd. They add up to three, so each is one, and only components such as $c_{xyz}$ and $c_{yxz}$ survive.

A quarter-turn about $z$ takes the $x$ direction to $y$ and the $y$ direction to $-x$. Invariance then gives $c_{xyz}=-c_{yxz}$. Quarter-turns about the other axes give a change of sign for every exchange of two directions. Thus $c_{ijk}=c\,\varepsilon_{ijk}$, where $\varepsilon_{xyz}=1$ and $\varepsilon_{ijk}$ changes sign when two indices are exchanged. Since $(\nabla\times\mathbf P)_i=\varepsilon_{ijk}\partial_jP_k$, setting $c=1$ gives

$$
H=\int_V \mathbf P\cdot(\nabla\times\mathbf P)\,dV .
$$

This is the polarization helicity. At this order in $\mathbf P$ and in gradients it is the only candidate, up to a constant factor.

Dimensions give the size. For a straight tube of length $L$ that is uniform along its axis, write $H=hL$. If the profile has one polarization scale $P_0$ and one length, the radius $R$, then the curl is of order $P_0/R$ and the cross-section of order $R^2$, so

$$
h=C\,P_0^2R ,
$$

with a pure number $C$ set by the shape of the profile. Symmetry says that $C$ changes sign under a mirror. It does not say that $C$ differs from zero, and this has to be examined.

### Reversal and mirrors for an arbitrary field

Reversal is settled point by point. The curl is linear, so

$$
(-\mathbf P)\cdot\nabla\times(-\mathbf P)
=(-1)^2\,\mathbf P\cdot\nabla\times\mathbf P .
$$

The density is unchanged everywhere, and so is $H$, whatever the shape of the field or of the body.

For a rotation or a mirror, let $M$ be the orthogonal matrix of the operation, with $M^{-1}=M^{T}$. Polarization is a polar vector, so the transformed body carries

$$
P'_k(\mathbf x)=M_{kl}P_l(\mathbf y),\qquad
\mathbf y=M^{T}\mathbf x,\qquad y_m=M_{jm}x_j .
$$

The chain rule gives $\partial/\partial x_j=M_{jm}\,\partial/\partial y_m$. Therefore

$$
\begin{aligned}
\varepsilon_{ijk}P'_i\frac{\partial P'_k}{\partial x_j}
&=\varepsilon_{ijk}M_{ia}M_{jm}M_{kl}\,
P_a\frac{\partial P_l}{\partial y_m}\\
&=\det(M)\,\varepsilon_{aml}\,
P_a\frac{\partial P_l}{\partial y_m}.
\end{aligned}
$$

The second line uses the definition of the determinant, $\varepsilon_{ijk}M_{ia}M_{jm}M_{kl}=\det(M)\,\varepsilon_{aml}$. An orthogonal map preserves volume, so integration over the transformed body gives

$$
H'=\det(M)\,H .
$$

Rotations have $\det M=1$ and leave $H$ unchanged. Mirrors and inversion have $\det M=-1$ and reverse its sign. Both laws, and the invariance under reversal, were tested numerically on a field with no symmetry of its own.

Inversion and reversal must be kept apart. Inversion through the origin produces $\mathbf P'(\mathbf x)=-\mathbf P(-\mathbf x)$: it moves the material points as well as turning the vectors. Reversal produces $-\mathbf P(\mathbf x)$ at the same points. The first changes the sign of $H$ and the second does not.

One consequence follows at once. If $H\ne0$, no mirror or inversion, even combined with a rotation and a shift, can bring the field back to itself, because that would require $H=-H$. A nonzero $H$ therefore proves that the field is chiral. The converse has not been shown, and it will turn out to be false.

### The simplest case: the core of a vortex

Use right-handed cylindrical coordinates $(r,\varphi,z)$ with $z$ along the tube. Near the axis of a smooth vortex the circulating component grows in proportion to $r$, and the axial component is nearly constant:

$$
P_\varphi=\Omega r,\qquad P_z=P_0 .
$$

In Cartesian components this is $\mathbf P=(-\Omega y,\ \Omega x,\ P_0)$. Its curl has the single component

$$
(\nabla\times\mathbf P)_z
=\partial_x(\Omega x)-\partial_y(-\Omega y)=2\Omega ,
$$

so that $\mathbf P\cdot\nabla\times\mathbf P=2\Omega P_0$. If this form held out to radius $R$, multiplication by the area $\pi R^2$ would give

$$
h=2\pi R^2\,\Omega P_0 .
$$

The sign is that of the product of circulation and axial polarization. That product is also the handedness of the polarization lines. A line follows the local direction of $\mathbf P$. It stays at constant $r$, because $P_r=0$, and satisfies

$$
\frac{r\,d\varphi}{dz}=\frac{P_\varphi}{P_z}.
$$

For $P_\varphi P_z>0$ the angle $\varphi$ increases as $z$ increases, which describes a right-handed helix. The opposite sign gives a left-handed helix. A tube will be called right-handed if $P_\varphi P_z>0$ throughout its interior, apart from isolated radii and the axis.

Reversing all of $\mathbf P$ changes the signs of both $P_\varphi$ and $P_z$. The ratio in the line equation stays the same, so the same helix is followed in the opposite direction. A screw does not change its thread when the arrow drawn along it is turned around.

This can be stated for the whole field. Take any tube with components $P_\varphi(r)$ and $P_z(r)$, and turn it by half a revolution about the $x$ axis, which is perpendicular to the tube. The axial component now points the other way. The circulation, seen from the original positive $z$ direction, also runs the other way. Neither component depends on $\varphi$ or $z$, so the turned field is

$$
\mathbf P'(\mathbf x)=-\mathbf P(\mathbf x).
$$

The completely reversed tube is the original tube turned end over end. This explains the invariance of its handedness without reference to $H$. Reversing one component alone is different. The mirror $x\to-x$ reverses the circulation and keeps the axial component. The mirror $z\to-z$ reverses the axial component and keeps the circulation. Either one produces the opposite-handed tube.

### From the core to a radial profile

Real tubes have an outer region, where the circulation need not grow linearly and the axial component need not be constant. Keep the tube straight, circular and uniform along $z$, and let $P_\varphi(r)$ and $P_z(r)$ be smooth inside it. With $P_r=0$, the divergence

$$
\nabla\cdot\mathbf P=
\frac1r\frac{\partial P_\varphi}{\partial\varphi}
+\frac{\partial P_z}{\partial z}=0
$$

vanishes, so there is no bound charge in the interior, and none on the side wall either. The ends of a finite tube do carry charge, and they are left out of $h$.

To obtain the curl, write $q(r)=P_\varphi/r$. The Cartesian components are $(-yq,\ xq,\ P_z)$. Since $\partial_x r=x/r$ and $\partial_y r=y/r$,

$$
\begin{aligned}
(\nabla\times\mathbf P)_x&=\partial_yP_z=\frac yr P_z',\\
(\nabla\times\mathbf P)_y&=-\partial_xP_z=-\frac xr P_z',\\
(\nabla\times\mathbf P)_z&=\partial_x(xq)+\partial_y(yq)=2q+rq' ,
\end{aligned}
$$

where a prime on a profile function means $d/dr$. The last expression can be rewritten using $rP_\varphi=r^2q$:

$$
\frac1r(rP_\varphi)'=\frac{2rq+r^2q'}{r}=2q+rq' .
$$

The first two components of the curl contribute $-(y^2+x^2)\,qP_z'/r=-rqP_z'=-P_\varphi P_z'$ to the scalar product. Hence

$$
\mathbf P\cdot\nabla\times\mathbf P
=-P_\varphi P_z'+\frac{P_z}{r}(rP_\varphi)' .
$$

Each term contains one factor from the circulation and one from the axial part. Changing the sign of one component changes the sign of the density, and changing both signs leaves it alone.

Multiply by $2\pi r\,dr$ and integrate:

$$
h=2\pi\int_0^R\left[-rP_\varphi P_z'+P_z(rP_\varphi)'\right]dr .
$$

Integration by parts of the second term gives

$$
\int_0^RP_z(rP_\varphi)'dr
=RP_\varphi(R)P_z(R)-\int_0^RrP_\varphi P_z'\,dr ,
$$

because $rP_\varphi P_z$ vanishes on the axis. The two remaining integrals are equal and add up:

$$
h=2\pi\left[RP_\varphi(R)P_z(R)
-2\int_0^RrP_\varphi P_z'\,dr\right].
$$

For the core field $P_z'=0$, and the edge term gives $2\pi R(\Omega R)P_0$, in agreement with the direct result.

### A limit in which the integral vanishes

Now let the axial polarization be uniform, $P_z=P_0$, but let the circulation disappear at the edge. Then $P_z'=0$ removes the integral, $P_\varphi(R)=0$ removes the edge term, and

$$
h=0 .
$$

A definite profile is $P_\varphi=P_0\sin(\pi r/R)$. It has $P_\varphi P_z>0$ for all $0<r<R$, so its lines are right-handed helices. The density $P_0(rP_\varphi)'/r$ is positive near the axis, where $rP_\varphi$ rises, and negative farther out, where it falls. The two contributions cancel in the integral.

Is this tube nevertheless chiral? A second pseudoscalar answers the question. Define

$$
\mathbf p=\int\mathbf P\,dV,\qquad
\mathbf g=\frac12\int\mathbf r\times\mathbf P\,dV .
$$

Under an orthogonal map $\mathbf p'=M\mathbf p$, while a cross product gains a determinant, $\mathbf g'=\det(M)M\mathbf g$. Hence $\mathbf p\cdot\mathbf g$ is multiplied by $\det(M)$, just as $H$ is. It is also even under reversal. Moving the origin by $\mathbf a$ changes $\mathbf g$ by $-\tfrac12\mathbf a\times\mathbf p$, which is perpendicular to $\mathbf p$, so the product does not depend on the origin.

For $P_0=0.50$ C/m² and $R=5.0$ nm, the axial moment per length is

$$
\frac{p_z}{L}=\pi R^2P_0=39.270\ \text{(C/m²) nm²}.
$$

For the circulation, set $s=r/R$. Two integrations by parts give $\int_0^1s^2\sin(\pi s)\,ds=1/\pi-4/\pi^3$, and therefore

$$
\begin{aligned}
\frac{g_z}{L}&=\frac12\int_0^R rP_\varphi\,2\pi r\,dr
=\pi P_0R^3\left(\frac1\pi-\frac4{\pi^3}\right)\\
&=P_0R^3\left(1-\frac4{\pi^2}\right)
=37.170\ \text{(C/m²) nm³}.
\end{aligned}
$$

The product of these two values is $+1459.7$ (C/m²)² nm⁵. It becomes $-1459.7$ for the mirror image and stays $+1459.7$ after reversal. The tube is chiral although its helicity is zero.

The product $\mathbf p\cdot\mathbf g$ escapes the uniqueness argument at the start because it is a product of two integrals and not the integral of a local density. The use of helicity as a measure of handedness therefore needs a condition: it distinguishes mirror-image tubes whenever it is nonzero, and axial polarization with circulation does not by itself ensure this.

## Second half: a condition for nonzero helicity, and its limits

### Symbols and results carried over

The tube has radius $R$ and is uniform along $z$. Its polarization has components $P_\varphi(r)$ and $P_z(r)$ and no radial component. The helicity $H=\int\mathbf P\cdot\nabla\times\mathbf P\,dV$ per length is $h$. Right-handed means $P_\varphi P_z>0$ in the interior, apart from isolated radii and the axis. The first half gave

$$
\begin{aligned}
\mathbf P\cdot\nabla\times\mathbf P
&=-P_\varphi P_z'+\frac{P_z}{r}(rP_\varphi)' ,\\
h&=2\pi\left[RP_\varphi(R)P_z(R)
-2\int_0^RrP_\varphi P_z'\,dr\right].
\end{aligned}
$$

For every field, $H$ changes sign under a mirror and is unchanged under $\mathbf P\to-\mathbf P$. A tube with uniform $P_z$ and $P_\varphi(R)=0$ has $h=0$ and is still chiral.

This part has established how helicity behaves under mirrors and reversal, derived it for a radial profile, and shown that a chiral tube can have zero helicity. What remains is to find a condition on the profile that guarantees a nonzero helicity, and to examine the limits of helicity as a measure of handedness.
